The Wigner–Kirkwood correction to the classical free energy

A particle of mass m moves on the whole real line in a potential V(x), with Hamiltonian H = p²/(2m) + V(x). It is in equilibrium at temperature T, and β = 1/(kT). The quantum partition function and free energy are

Z = Tr e^(−βH),  F = −(1/β) ln Z.

The classical ones use a phase-space cell 2πħ:

Z_cl = ∫ dp dx/(2πħ) e^(−βp²/2m − βV(x)) = (m/2πħ²β)^(1/2) ∫ dx e^(−βV(x)),  F_cl = −(1/β) ln Z_cl.

The potential is smooth and confining: e^(−βV), also when multiplied by derivatives of V, vanishes at infinity and is integrable. Angle brackets denote the classical average,

⟨A⟩ = ∫ dx A(x) e^(−βV) / ∫ dx e^(−βV).

The problem is to find F − F_cl for small ħ at fixed β. The expansion is in powers of ħ and is understood as asymptotic.

**(a) Write Z as an average over closed paths that start and end at x. Find the covariance of the displacement from x.**

Divide β into P steps of length ε = β/P. By the Trotter formula, e^(−βH) is the limit P → ∞ of (e^(−εp²/2m) e^(−εV))^P. The kinetic factor between two positions is a Gaussian integral over momentum:

⟨x|e^(−εp²/2m)|x'⟩ = ∫ dp/(2πħ) e^(ip(x−x')/ħ − εp²/2m)
= (m/2πħ²ε)^(1/2) exp[−m(x−x')²/(2ħ²ε)].

The trace closes the chain of positions. Call the first position x and the others x + ξ_j, with ξ_0 = ξ_P = 0. The displacements then have the Gaussian weight

exp[−(m/2ħ²ε) Σ_j (ξ_(j+1) − ξ_j)²].

To normalize it, set V = 0. The integral over all ξ_j must then give ⟨x|e^(−βp²/2m)|x⟩, which is (m/2πħ²β)^(1/2) by the same momentum integral with ε replaced by β. Writing E[…] for the normalized Gaussian average, in the limit P → ∞,

Z = (m/2πħ²β)^(1/2) ∫ dx E[exp(−∫₀^β V(x + ξ(u)) du)].  (1)

Setting ξ = 0 gives Z_cl, so the quantum correction comes entirely from the spread of the paths.

The covariance C_jl = E[ξ_j ξ_l] is the inverse of the matrix in the quadratic form:

(m/ħ²ε)(2C_jl − C_(j+1,l) − C_(j−1,l)) = δ_jl,  C_0l = C_Pl = 0.

Away from j = l the second difference vanishes, so C is linear in u_j = jε on each side. With the end conditions and symmetry, C = a u_<(β − u_>), where u_< and u_> are the smaller and larger of the two times. At j = l, with u = u_l,

2u(β−u) − u(β−u−ε) − (u−ε)(β−u) = εu + ε(β−u) = εβ.

Hence (m/ħ²ε) aεβ = 1, so a = ħ²/(mβ), and

E[ξ(u)ξ(u')] = (ħ²/m)[min(u,u') − uu'/β].  (2)

**(b) Find the diagonal density matrix at x, relative to its classical value, through order ħ².**

By (2), ξ is of order ħ. Expand the potential along the path:

∫₀^β V(x+ξ) du = βV + V' A + ½V'' B + …,  A = ∫₀^β ξ du,  B = ∫₀^β ξ² du.

Here V and its derivatives are taken at x. Expanding the exponential gives

e^(−βV) [1 − V'A − ½V''B + ½V'²A² + …].

The square of V'A must be kept, because it is of the same order as B. Odd powers of ξ average to zero, so the next surviving terms are of order ħ⁴. The two averages needed follow from (2):

E[B] = (ħ²/m) ∫₀^β (u − u²/β) du = (ħ²/m)(β²/2 − β²/3) = ħ²β²/(6m),

E[A²] = (ħ²/m) ∫₀^β∫₀^β [min(u,u') − uu'/β] du du' = (ħ²/m)(β³/3 − β³/4) = ħ²β³/(12m).

The ratio of the quantum to the classical diagonal density is therefore

R(x) = 1 − (ħ²β²/12m) V''(x) + (ħ²β³/24m) V'(x)² + O(ħ⁴).  (3)

This density is not normalized to one; its integral is Z. Positive curvature lowers it, because the potential averaged over small equal and opposite displacements is then higher than V(x). A slope raises it: a path displaced downhill gains more Boltzmann weight than one displaced uphill loses.

**(c) Obtain F − F_cl, first in terms of the force alone and then in terms of the curvature alone. When are the two forms equal?**

Averaging (3) over the classical distribution gives

Z/Z_cl = 1 − (ħ²β²/12m)⟨V''⟩ + (ħ²β³/24m)⟨V'²⟩ + O(ħ⁴).

The two averages are connected by a total derivative:

d/dx [V' e^(−βV)] = (V'' − βV'²) e^(−βV).

Integrate from x₁ to x₂, and divide by the integral of e^(−βV) over the same interval:

⟨V''⟩ − β⟨V'²⟩ = [V' e^(−βV)]_(x₁)^(x₂) / ∫_(x₁)^(x₂) e^(−βV) dx.  (4)

For a confining potential on the whole line, the right side vanishes and ⟨V''⟩ = β⟨V'²⟩. Eliminating the curvature,

Z/Z_cl = 1 + (−1/12 + 1/24)(ħ²β³/m)⟨V'²⟩ = 1 − (ħ²β³/24m)⟨V'²⟩.

Since ln(1 − z) = −z + O(z²), multiplication by −1/β gives

F − F_cl = (ħ²β²/24m) ⟨V'²⟩ + O(ħ⁴).  (5)

The force is −V', so this is ħ²β²/(24m) times the classical mean squared force. Using (4) again, now to eliminate the force,

F − F_cl = (ħ²β/24m) ⟨V''⟩ + O(ħ⁴).  (6)

In one dimension V'' is the Laplacian of V. The equality holds between averages: at a given x, V'' and βV'² are in general different. Form (5) shows that the leading correction cannot be negative. It also shows that ⟨V''⟩ is not negative, even if the potential has regions of negative curvature.

**(d) Extend the result to many coordinates with different masses.**

Let H = Σ_i p_i²/(2m_i) + V(x₁, x₂, …), with exchange of identical particles neglected. The kinetic energy is a sum, so the path weight is a product and displacements along different coordinates are uncorrelated. Mixed terms such as (∂_i∂_jV) E[ξ_iξ_j] with i ≠ j vanish, and each coordinate contributes as in (3), with its own mass. Equation (4) becomes, for each i,

0 = ∫ ∂_i(e^(−βV) ∂_iV) dx₁dx₂… = ∫ (∂_i²V − β(∂_iV)²) e^(−βV) dx₁dx₂….

Therefore, through order ħ²,

F − F_cl = (ħ²β²/24) Σ_i ⟨(∂_iV)²⟩/m_i = (ħ²β/24) Σ_i ⟨∂_i²V⟩/m_i.  (7)

For equal masses the sums become ⟨|∇V|²⟩/m and ⟨∇²V⟩/m. For unequal masses each squared force component is divided by its own mass before summation.

**(e) Label each path by its mean position instead of its starting point. Which form appears, and what does it mean?**

Return to one dimension. Let ξ̄ = (1/β)∫₀^β ξ du, x_c = x + ξ̄ and η(u) = ξ(u) − ξ̄. The path is x_c + η(u), and ∫₀^β η du = 0. For a fixed shape ξ, the change from x to x_c is a shift with unit Jacobian. On the whole line it leaves the limits unchanged, so (1) becomes

Z = (m/2πħ²β)^(1/2) ∫ dx_c E[exp(−∫₀^β V(x_c + η(u)) du)].

The covariance of η requires

E[ξ(u)ξ̄] = (ħ²/mβ) ∫₀^β [min(u,u') − uu'/β] du'
= (ħ²/mβ)(uβ − u²/2 − uβ/2) = (ħ²/mβ) u(β−u)/2,

and E[ξ̄²] = E[A²]/β² = ħ²β/(12m). For u ≥ u', let s = u − u'. Then

K(s) = E[η(u)η(u')]
= (ħ²/m)[u' − uu'/β − u(β−u)/(2β) − u'(β−u')/(2β) + β/12]
= (ħ²/m)[β/12 − s/2 + s²/(2β)].  (8)

At s = 0 this gives the same variance at every point of the path:

σ² = E[η²] = ħ²β/(12m).

The term linear in η is V'(x_c)∫η du = 0 for each path. Through order ħ² the integrand is thus

e^(−βV(x_c)) [1 − ½βσ²V''(x_c)] = e^(−βV(x_c)) [1 − (ħ²β²/24m)V''(x_c)].

Taking −(1/β) ln of the averaged bracket gives (6) directly. At this order Z and the distribution of the mean position x_c (but not the position density of (b)) are those of a classical particle in the potential V + ½σ²V'', which to the same order is V averaged over a Gaussian of variance σ². The free energy rises when this smearing raises the potential on average.

The integrand in (b) differs from this one by

−(ħ²β²/24m)(V'' − βV'²) e^(−βV),

a total derivative. Relabelling the paths moves weight along x without changing the total, which is another view of the equivalence.

**(f) Find the next term in one dimension and check the expansion on the harmonic oscillator.**

Keep the terms of order ħ⁴ in the expansion about x_c. The quartic term of V enters once and the quadratic term enters twice. The cubic term averages to zero alone and in its product with the quadratic term, while its square is of order ħ⁶. The Gaussian averages are

E[η⁴] = 3σ⁴,  E[η(u)²η(u')²] = σ⁴ + 2K².

Let t = s/β. Then K = (ħ²β/2m)(1/6 − t(1−t)), which is unchanged under t → 1 − t, so the double integral reduces to a single one:

∫∫K² du du' = β²(ħ²β/2m)² ∫₀¹ (1/6 − t(1−t))² dt
= (ħ⁴β⁴/4m²)(1/36 − 1/18 + 1/30) = ħ⁴β⁴/(720m²).

The order-ħ⁴ part of Z/Z_cl is

−(1/24)·3βσ⁴⟨V''''⟩ + (1/8)(β²σ⁴ + 2∫∫K² du du')⟨V''²⟩
= (ħ⁴β⁴/m²)[−⟨V''''⟩/(1152β) + ⟨V''²⟩/1152 + ⟨V''²⟩/2880].

The logarithm subtracts half the square of the order-ħ² part, which is ħ⁴β⁴⟨V''⟩²/(1152m²). Multiplying by −1/β,

F₄ = −(ħ⁴β³/m²)[⟨V''²⟩/2880 + (⟨V''²⟩ − ⟨V''⟩²)/1152 − ⟨V''''⟩/(1152β)].  (9)

For V = mω²x²/2, V'' = mω² is constant and V'''' = 0. With y = βħω, (6) and (9) give

β(F − F_cl) = y²/24 − y⁴/2880 + ….

The known levels ħω(n + ½) give Z = 1/(2 sinh(y/2)), while Z_cl = 1/y. Directly,

β(F − F_cl) = ln[2 sinh(y/2)/y] = ln(1 + y²/24 + y⁴/1920 + …)
= y²/24 + y⁴(1/1920 − 1/1152) + … = y²/24 − y⁴/2880 + …,

in agreement. At low temperature the true shift tends to the zero-point energy ħω/2, whereas the leading term ħ²βω²/24 grows without bound. The expansion is then useless.

**(g) Evaluate the correction for an anharmonic well and judge its accuracy.**

Use Hartree atomic units, with ħ = 1, energy in Eh and length in bohr. Take the model

V = kx²/2 − cx³ + dx⁴,  k = 0.08, c = 0.06, d = 0.05,

with m = 2000 and kT = 0.005 Eh, so β = 200 and T ≈ 1579 K. Classical quadrature gives

⟨V'²⟩ = 4.4892×10⁻⁴ Eh²/bohr²,  ⟨V''⟩ = 0.089784 Eh/bohr².

The force form is

200² × 4.4892×10⁻⁴ / (24 × 2000) = 3.741×10⁻⁴ Eh,

and the Laplacian form is

200 × 0.089784 / (24 × 2000) = 3.741×10⁻⁴ Eh.

For comparison, numerical diagonalization of H gives F = 0.0013532 Eh, and F_cl = 0.0009848 Eh. The difference is 3.684×10⁻⁴ Eh, or 10.02 meV, against 10.18 meV from the correction. The leading term is too large by 1.6% of the true shift. Equation (9) gives F₄ = −6.46×10⁻⁶ Eh, which brings the sum to 3.676×10⁻⁴ Eh, now 0.2% too small. The smearing width σ = 0.091 bohr is about a third of the classical position spread, 0.260 bohr.

The same well at other temperatures gives the following, with shifts in 10⁻⁴ Eh and the error relative to the true shift:

kT (Eh) | true shift | leading term | error
0.002 | 7.643 | 8.328 | 9.0%
0.005 | 3.684 | 3.741 | 1.6%
0.010 | 2.252 | 2.261 | 0.4%
0.020 | 1.466 | 1.468 | 0.1%

Across the table the leading term falls more slowly than 1/T. By (6), this means that ⟨V''⟩ increases from row to row. The trend does not extend to T → 0: there ⟨V''⟩ tends to k = 0.08, while the first row gives 8.328×10⁻⁴ × 24 × 2000/500 = 0.07995 Eh/bohr², slightly below k.

The mass weighting in (7) can be checked with two coordinates and

V = k(x² + y²)/2 + gx²y + d(x⁴ + y⁴),  g = 0.05,

with the same k, d and β, and masses 2000 and 3000. The mean squared forces are 5.374×10⁻⁴ and 5.461×10⁻⁴ Eh²/bohr², so

(200²/24)(5.374×10⁻⁴/2000 + 5.461×10⁻⁴/3000) = 7.512×10⁻⁴ Eh.

In the numerical check, the shift from diagonalization at larger masses, extrapolated to the large-mass limit and scaled back to these masses, is also 7.512×10⁻⁴ Eh.

**(h) What goes wrong at hard walls?**

The boundary term in (4) need not vanish. If the one-dimensional well of (g) is cut off at −0.2 and 0.3 bohr, then ⟨V''⟩ = 0.0766 and β⟨V'²⟩ = 0.0202 Eh/bohr². The difference, 0.0564, is the boundary term, so the two forms disagree.

Neither form is then the correct leading term, because V cannot be expanded along a path that reaches a wall. An empty box of length L shows this. Its levels are n²π²ħ²/(2mL²) with n = 1, 2, …. Define the thermal wavelength λ = ħ(2πβ/m)^(1/2) and a = λ/(2L). Then

Z = Σ_(n≥1) e^(−πa²n²).

Poisson summation gives Σ_n e^(−πa²n²) = (1/a) Σ_j e^(−πj²/a²), with both sums over all integers. For λ ≪ L, the terms with j ≠ 0 are exponentially small. Removing n = 0 and halving the sum,

Z ≈ ½(1/a − 1) = L/λ − ½,  Z_cl = L/λ,

F − F_cl ≈ −kT ln(1 − λ/2L) ≈ kT λ/(2L).

This is linear in ħ, while the force and the curvature inside the box are zero and both forms predict no shift. For m = 2000, kT = 0.005 Eh and L = 4 bohr, λ = 0.793 bohr. The term linear in ħ is 4.95×10⁻⁴ Eh, and the sum over levels gives 5.22×10⁻⁴ Eh. This is larger than the whole quantum shift of the smooth well in (g) at the same mass and temperature.

Table of computed values

```
mass = 2000 m_e; k = 0.08 Eh/bohr^2
c = 0.06 Eh/bohr^3; d = 0.05 Eh/bohr^4
kT = 0.005 Eh = 1578.9 K; beta = 200 1/Eh
beta*hbar*omega at the minimum = 1.2649
centroid fluctuation width = 0.09129 bohr
classical mean position = 0.10293 bohr
classical position spread = 0.25975 bohr
mean squared force = 4.489192e-04 Eh^2/bohr^2
beta * mean squared force = 0.08978383 Eh/bohr^2
mean curvature = 0.08978383 Eh/bohr^2
ground-state energy = 0.00309287 Eh
classical F = 0.00098479 Eh
quantum F (diagonalization) = 0.00135316 Eh
quantum minus classical F = 3.6837e-04 Eh = 10.0238 meV
correction, force form = 3.7410e-04 Eh = 10.1798 meV
correction, Laplacian form = 3.7410e-04 Eh
fourth-order term = -6.4563e-06 Eh
second plus fourth order = 3.6764e-04 Eh
large-mass limits, scaled back to the example mass:
  second order from diagonalization = 3.740977e-04 Eh
  fourth order from diagonalization = -6.4561e-06 Eh
  largest local-density error, |x|<=0.3 bohr = 4.1e-05
kT (Eh) | exact shift (Eh) | 2nd order (Eh) | 4th-order term (Eh) | 2nd-order error (%)
0.002 | 7.6434e-04 | 8.3279e-04 | -9.275e-05 | 8.956
0.005 | 3.6837e-04 | 3.7410e-04 | -6.456e-06 | 1.556
0.010 | 2.2519e-04 | 2.2613e-04 | -9.890e-07 | 0.415
0.020 | 1.4659e-04 | 1.4679e-04 | -1.973e-07 | 0.131
finite interval -0.2 to 0.3 bohr (Eh/bohr^2):
  mean curvature = 0.076631
  beta * mean squared force = 0.020226
  boundary term = 0.056405
2D model: masses 2000, 3000 m_e; coupling g = 0.05 Eh/bohr^3
  mean squared forces x, y = 5.37412e-04, 5.46101e-04 Eh^2/bohr^2
  force form = 7.51233e-04 Eh
  large-mass limit from diagonalization = 7.51232e-04 Eh
hard box: length = 4.0 bohr; thermal wavelength = 0.79267 bohr
  Z from levels = 4.546265; L/lambda = 5.046265
  exact shift = 5.2171e-04 Eh; order hbar = 4.9542e-04 Eh
```
